\section*{Peak Position and Ceiling of the Uncorrected MOS Conductance for One Level}

\section{The situation}

A metal--oxide--semiconductor capacitor is held at a fixed gate bias, and a small alternating voltage is added. Electrons move in and out of traps at the semiconductor surface. When the frequency is comparable with the trapping rate, the trapped charge lags behind the voltage and energy is lost. The measured conductance divided by frequency then has a peak, from which one would like to read the density of traps.

The instrument, however, sees the traps through the oxide, which takes part of the applied voltage. The question is what the peak says if the oxide is not removed from the data. For a single trap level at a given surface potential, the peak moves to higher frequency as traps are added, while its height approaches a value that contains no trap density at all.

\section{Assumptions and statement}

The semiconductor is n-type, in depletion, and uniform along the interface. Electrons obey Boltzmann statistics and stay in equilibrium with the bulk. The traps exchange electrons with the conduction band only. Hole exchange, oxide leakage and series resistance are absent. The algebra uses atomic units, $e=1$ and $4\pi\varepsilon_0=1$, so that a potential and an electron energy have the same unit. Capacitances, charges and conductances are per unit area. Small signals vary as $e^{j\omega t}$, and the measured admittance is $Y_m=G_m+j\omega C_m$.

Let $C_{ox}$ be the oxide capacitance, $C_d$ the depletion capacitance, $C_{it}$ the low-frequency trap capacitance and $\tau$ the response time of the traps at fixed surface potential. Define
\begin{equation}
S=C_{ox}+C_d,\qquad r=1+\frac{C_{it}}{S},\qquad x=\omega\tau .
\end{equation}

\paragraph{Theorem.} At fixed bias,
\begin{equation}
\frac{G_m}{\omega}=\frac{C_{ox}^2}{S}\,\frac{(r-1)\,x}{r^2+x^2}.
\label{curve}
\end{equation}
As a function of frequency this has a single maximum, at
\begin{equation}
\omega\tau=1+\frac{C_{it}}{C_{ox}+C_d},
\label{position}
\end{equation}
with height
\begin{equation}
H=\frac{C_{ox}^2\,C_{it}}{2S(S+C_{it})}\;\longrightarrow\;H_\infty=\frac{C_{ox}^2}{2(C_{ox}+C_d)}
\quad\text{for } C_{it}\gg C_{ox}+C_d .
\label{height}
\end{equation}

In this limit $C_{ox}$ and $C_d$ are held fixed. When samples with different trap densities are compared, the gate bias must therefore be readjusted to give the same surface potential. A sweep of bias at fixed frequency is a different problem, because it changes $C_{it}$, $C_d$ and $\tau$ together.

\section{Three lemmas}

\paragraph{Lemma 1 (trap response).} Let $N_t$ be the trap density per area, $f_0$ the equilibrium occupation, $n_s$ the electron density at the surface and $c$ the capture coefficient. A small change $\delta\phi$ of the surface potential changes the trap charge $Q_t$ by
\begin{equation}
-\frac{\delta Q_t}{\delta\phi}=\frac{C_{it}}{1+j\omega\tau},\qquad
C_{it}=\frac{N_tf_0(1-f_0)}{kT},\qquad \tau=\frac{f_0}{c\,n_s}.
\label{trap}
\end{equation}

\emph{Proof.} Empty traps capture electrons and full traps emit them:
\begin{equation}
\frac{df}{dt}=c\left[n_s(1-f)-n_1f\right].
\label{rate}
\end{equation}
Here $n_1$ is the electron density (per volume) at the surface for which the level is half full. The emission rate $cn_1$ follows from detailed balance. It does not change with $\phi$, since the level moves together with the band edge at the surface. Any spin degeneracy of the level is absorbed in $n_1$. Setting $df/dt=0$ gives
\begin{equation}
f_0=\frac{n_s}{n_s+n_1},\qquad\text{so}\qquad c(n_s+n_1)=\frac{cn_s}{f_0}=\frac1\tau .
\end{equation}
A higher potential attracts electrons, $n_s\propto e^{\phi/kT}$, so that $\delta n_s=n_s\,\delta\phi/kT$ for $|\delta\phi|\ll kT$. The first-order part of (\ref{rate}) is
\begin{equation}
j\omega\,\delta f=c(1-f_0)n_s\frac{\delta\phi}{kT}-c(n_s+n_1)\,\delta f
=\frac{f_0(1-f_0)}{\tau}\frac{\delta\phi}{kT}-\frac{\delta f}{\tau},
\label{linear}
\end{equation}
where $cn_s=f_0/\tau$ was used. Multiplying by $\tau$ and collecting $\delta f$,
\begin{equation}
\delta f=\frac{f_0(1-f_0)}{kT}\,\frac{\delta\phi}{1+j\omega\tau}.
\end{equation}
Each captured electron adds charge $-1$, so $\delta Q_t=-N_t\,\delta f$. This is (\ref{trap}). $\square$

\paragraph{Lemma 2 (depletion capacitance).} Let $N_D$ be the density of donors, all taken as ionised, $\epsilon=\kappa_s/4\pi$ the permittivity of the semiconductor, and $w=\phi/kT<0$ the reduced surface potential relative to the bulk. The semiconductor charge is
\begin{equation}
Q_s=\sqrt{2\epsilon N_DkT\,(e^{w}-w-1)},\qquad
C_d=-\frac{dQ_s}{d\phi}=\frac{\epsilon N_D(1-e^{w})}{Q_s}.
\label{depletion}
\end{equation}

\emph{Proof.} Let $u(z)$ be the potential divided by $kT$ at depth $z$. The charge density is $N_D(1-e^{u})$, and Poisson's equation reads
\begin{equation}
u''=\frac{N_D}{\epsilon kT}(e^{u}-1).
\end{equation}
Multiply by $u'$ and integrate from the bulk, where $u=u'=0$:
\begin{equation}
\tfrac12u'^2=\frac{N_D}{\epsilon kT}(e^{u}-u-1).
\end{equation}
In depletion $u$ rises from $w$ at the surface to zero in the bulk, so $u'(0)>0$. The total charge is
\begin{equation}
Q_s=-\epsilon kT\int_0^\infty u''\,dz=\epsilon kT\,u'(0),
\end{equation}
which gives the first formula. Differentiating $Q_s^2$ with respect to $w$ gives $2Q_s\,dQ_s/dw=2\epsilon N_DkT(e^w-1)$. Division by $2Q_s$ and by $-kT$ gives $C_d$. $\square$

\paragraph{Lemma 3 (measured capacitance).} The complex capacitance $C=Y_m/j\omega$ is
\begin{equation}
C=C_{ox}-\frac{C_{ox}^2}{S+C_{it}/(1+jx)},\qquad \frac{G_m}{\omega}=-\operatorname{Im}C .
\label{complex}
\end{equation}

\emph{Proof.} The gate charge is $Q_g=C_{ox}(V-\phi)$ up to a constant, and neutrality requires $Q_g+Q_s+Q_t=0$. With Lemmas 1 and 2 the small changes obey
\begin{equation}
C_{ox}(\delta V-\delta\phi)=C_p\,\delta\phi,\qquad C_p=C_d+\frac{C_{it}}{1+jx}.
\end{equation}
The traps are thus in parallel with the depletion layer, and both are in series with the oxide. Solving for the surface potential gives $\delta\phi=C_{ox}\,\delta V/(C_{ox}+C_p)$, and therefore
\begin{equation}
C=\frac{\delta Q_g}{\delta V}=C_{ox}\left(1-\frac{C_{ox}}{C_{ox}+C_p}\right).
\end{equation}
Since $C_{ox}+C_p=S+C_{it}/(1+jx)$, the first part follows. For the second, $Y_m/j\omega=C_m-jG_m/\omega$. $\square$

\section{Proof of the theorem}

Put the denominator in (\ref{complex}) over $1+jx$ and use $S+C_{it}=rS$:
\begin{equation}
S+\frac{C_{it}}{1+jx}=\frac{S+C_{it}+jxS}{1+jx}=S\,\frac{r+jx}{1+jx}.
\end{equation}
Hence
\begin{equation}
C=C_{ox}-\frac{C_{ox}^2}{S}\,\frac{1+jx}{r+jx}
=C_{ox}-\frac{C_{ox}^2}{S}\,\frac{(1+jx)(r-jx)}{r^2+x^2}.
\end{equation}
The product in the numerator is $r+x^2+jx(r-1)$. Taking $-\operatorname{Im}C$ gives (\ref{curve}).

To find the maximum, let $y=x/r$. Then
\begin{equation}
\frac{x}{r^2+x^2}=\frac{1}{2r}\,\frac{2y}{1+y^2},\qquad
1-\frac{2y}{1+y^2}=\frac{(1-y)^2}{1+y^2}\ge0 .
\label{shape}
\end{equation}
Equality holds only at $y=1$, so the maximum is unique and lies at $x=r$. The height is
\begin{equation}
H=\frac{C_{ox}^2}{S}\,\frac{r-1}{2r}
=\frac{C_{ox}^2}{2S}\,\frac{C_{it}/S}{(S+C_{it})/S}
=\frac{C_{ox}^2}{2S}\,\frac{C_{it}}{S+C_{it}} .
\end{equation}
The last fraction tends to one for $C_{it}\gg S$, which proves (\ref{height}). $\square$

\section{Why the peak moves and why it stops growing}

\paragraph{Remark 1 (position).} Hold the gate voltage fixed and disturb the occupation by $\delta f$. Charge balance gives $-C_{ox}\delta\phi=C_d\delta\phi+N_t\delta f$, or $\delta\phi=-N_t\delta f/S$. The time-domain form of (\ref{linear}) becomes
\begin{equation}
\frac{d\,\delta f}{dt}=-\frac{\delta f}{\tau}-\frac{f_0(1-f_0)}{\tau kT}\frac{N_t}{S}\,\delta f
=-\frac{1}{\tau}\left(1+\frac{C_{it}}{S}\right)\delta f=-\frac r\tau\,\delta f .
\end{equation}
Extra trapped electrons lower the surface potential, which repels further electrons. This feedback restores equilibrium $r$ times faster than at fixed surface potential. The uncorrected peak lies at this faster rate.

\paragraph{Remark 2 (height).} At low frequency the traps follow fully, and at high frequency they are frozen. The two capacitances are
\begin{equation}
C_{LF}=\frac{C_{ox}(C_d+C_{it})}{S+C_{it}},\qquad C_{HF}=\frac{C_{ox}C_d}{S},
\end{equation}
and their difference is
\begin{equation}
C_{LF}-C_{HF}=\frac{C_{ox}\left[(C_d+C_{it})S-C_d(S+C_{it})\right]}{S(S+C_{it})}
=\frac{C_{ox}^2C_{it}}{S(S+C_{it})}=2H ,
\end{equation}
because the bracket equals $C_{it}(S-C_d)=C_{it}C_{ox}$. The peak is half the capacitance step. However many traps there are, $C_{LF}$ cannot exceed $C_{ox}$, and the step is therefore limited.

\paragraph{Remark 3 (lost information).} From (\ref{height}),
\begin{equation}
\frac{d\ln H}{d\ln C_{it}}=1-\frac{C_{it}}{S+C_{it}}=\frac1r .
\end{equation}
A relative error in $H$ that is much smaller than $1/r$ becomes a relative error $r$ times larger in $C_{it}$; a larger overestimate of $H$ is amplified even more, and one that brings $H$ to $H_\infty$ or above corresponds to no finite $C_{it}$. By (\ref{shape}) the curve, plotted against $x/r$ and divided by its height, is the same for every $C_{it}$, so its shape gives no warning. The peak frequency continues to rise, but it yields $r/\tau$ and by itself determines $C_{it}$ only if $\tau$ is known. The measured capacitance supplies what the loss curve lacks: by Remark 2, $(C_{ox}-C_{HF})/(C_{ox}-C_{LF})=r$, which for large $r$ requires an accurate $C_{ox}$.

\paragraph{Remark 4 (weak loading).} For $C_{it}\ll S$ the peak lies near $x=1$, and $H\simeq(C_{ox}/S)^2C_{it}/2$. The height is then proportional to the trap density, but it still carries the factor $(C_{ox}/S)^2$ from the voltage division. The value $C_{it}/2$ is recovered when $C_{ox}$ is much larger than both $C_d$ and $C_{it}$.

\paragraph{Corollary (several levels).} The ceiling $H_\infty$ also bounds $G_m/\omega$ for any collection of levels at a uniform surface, if each responds as in Lemma 1.

\emph{Proof.} Replace $C_{it}/(1+jx)$ by a sum $T$ of such terms. Each has a non-negative real part and a non-positive imaginary part. Write $S+T=a-jb$ with $a\ge S$ and $b\ge0$. Then
\begin{equation}
\frac{G_m}{\omega}=C_{ox}^2\,\frac{b}{a^2+b^2}\le\frac{C_{ox}^2}{2a}\le\frac{C_{ox}^2}{2S},
\end{equation}
where the first inequality is $(a-b)^2\ge0$. $\square$

The position (\ref{position}), in contrast, belongs to the single level.

\section{Removing the oxide}

\paragraph{Proposition.} The loss of the semiconductor side, $G_p/\omega=-\operatorname{Im}C_p$, follows from the measured data as
\begin{equation}
\frac{G_p}{\omega}=\frac{\omega G_mC_{ox}^2}{G_m^2+\omega^2(C_{ox}-C_m)^2},
\label{correction}
\end{equation}
and for a single level it peaks at $\omega\tau=1$ with height $C_{it}/2$.

\emph{Proof.} The series rule $1/C=1/C_{ox}+1/C_p$ gives
\begin{equation}
C_p=\frac{C_{ox}C}{C_{ox}-C}=-C_{ox}+\frac{C_{ox}^2}{(C_{ox}-C_m)+jG_m/\omega}.
\end{equation}
Taking $-\operatorname{Im}$ and multiplying numerator and denominator by $\omega^2$ gives (\ref{correction}). In the model, $-\operatorname{Im}C_p=C_{it}x/(1+x^2)$, which by (\ref{shape}) with $r=1$ is largest at $x=1$. $\square$

The correction needs an accurate $C_{ox}$. Suppose that $C_{ox}(1+d)$ with $d>0$ is used instead. The result $C_p'$ then obeys
\begin{equation}
\frac1{C_p'}=\frac1{C_p}+\frac1{C_{ox}}-\frac1{C_{ox}(1+d)}=\frac1{C_p}+\frac1B,\qquad
B=\frac{C_{ox}(1+d)}{d}.
\end{equation}
A residual series capacitor $B$ remains, and the theorem applies with $C_{ox}$ replaced by $B$. The recovered peak is $B^2C_{it}/[2(B+C_d)(B+C_d+C_{it})]$. If $C_{ox}$ is taken too low, $d$ and $B$ are negative and the recovered peak is too high. In either case the correction becomes unreliable when $C_{it}$ is no longer small compared with $|B|$.

\section{A silicon capacitor}

Take n-type silicon at 300 K, where $kT=0.02585$ eV, with $N_D=10^{17}$ cm$^{-3}$ and a 5 nm oxide. The relative permittivities are 3.9 for the oxide and 11.7 for silicon. One acceptor level has an effective depth of 0.30 eV below the conduction band, any spin degeneracy included, with $c=2\times10^{-9}$ cm$^3$/s. The bias half-fills it, so $f_0=1/2$ and $n_s=n_1$. With a conduction-band density of states of $2.816\times10^{19}$ cm$^{-3}$,
\begin{align}
n_s&=2.816\times10^{19}\,e^{-0.30/0.02585}=2.57\times10^{14}\ \text{cm}^{-3},\\
\tau&=\frac{0.5}{(2\times10^{-9})(2.57\times10^{14})}\ \text{s}=0.973\ \mu\text{s}.
\end{align}
At fixed surface potential the response is thus centred at $1/2\pi\tau=164$ kHz. The surface potential is $kT\ln(n_s/N_D)=-0.154$ V, for which (\ref{depletion}) gives $C_d=0.254$ $\mu$F/cm$^2$. (For a donor level 45 meV deep, about 4\% of the donors are neutral in the bulk; this would change the two values to $-0.153$ V and 0.255 $\mu$F/cm$^2$, and $H_\infty$ by about 0.1\%.) The oxide has $C_{ox}=\kappa_{ox}/4\pi t_{ox}$, or 0.691 $\mu$F/cm$^2$. Hence $S=0.944$ $\mu$F/cm$^2$, and
\begin{equation}
H_\infty=\frac{0.6906^2}{2\times0.9442}=0.253\ \mu\text{F/cm}^2 .
\end{equation}

For $N_t=10^{12}$ cm$^{-2}$, $C_{it}=N_t/4kT$ is 1.549 $\mu$F/cm$^2$. The theorem gives $r=1+1.549/0.944=2.64$ and $H=0.2526\times1.549/(0.944+1.549)=0.157$ $\mu$F/cm$^2$. The peak lies at $2.64\times163.6=432$ kHz.

For $N_t=10^{13}$ cm$^{-2}$, $r=17.4$ and the peak is at 2.85 MHz, with height 0.238 $\mu$F/cm$^2$. Ten times more traps have moved the peak by a factor 6.6 but raised it only by a factor 1.5, to 94\% of the ceiling. A sweep that ended at 1 MHz would miss this maximum: there $x/r=0.351$, and by (\ref{shape}) the curve has reached 0.63 of its height.

Suppose now that the raw height is read as $C_{it}/2$. The inferred density $N_{app}$ obeys
\begin{equation}
\frac{N_{app}}{N_t}=\frac{2H}{C_{it}}=\frac{C_{ox}^2}{S(S+C_{it})}=\frac1r\left(\frac{C_{ox}}{S}\right)^2 .
\end{equation}
For true densities $10^{11}$, $10^{12}$ and $10^{13}$ cm$^{-2}$ it is $0.46$, $2.0$ and $3.1\times10^{11}$ cm$^{-2}$. At the lowest density, $r=1.16$ and most of the deficit comes from $(C_{ox}/S)^2=0.53$. At the highest, the reading is too low by a factor of about 33. At this surface potential, no density above $3.3\times10^{11}$ cm$^{-2}$ can be read in this way. At another surface potential $C_d$ and $f_0$ differ, and so does the limit.

Correcting for the oxide restores the density, at a price. If $C_{ox}$ is taken 1\% too high, the corrected peak is 2.9\% too low at $10^{12}$ cm$^{-2}$ and 19\% too low at $10^{13}$ cm$^{-2}$. If it is taken 1\% too low, the peak is 3.1\% and 30\% too high.

The theorem was tested against a time integration of (\ref{rate}) with nonlinear charge balance, under a gate drive of amplitude $0.01\,kT$. The cases were the two higher densities at half filling, and $10^{12}$ cm$^{-2}$ with the surface potential raised by $kT$. The largest relative difference in height was $2.3\times10^{-6}$. The numerical output below gives this difference and the peak values for the three densities.

\section{The model beside real interfaces}

The parameters are rough values for a thermally oxidised silicon surface without hydrogen passivation, where dangling-bond (P$_b$) centres can reach some $10^{12}$ to $10^{13}$ cm$^{-2}$. Such densities are far above those of a well-passivated device, for which $r$ is close to one. For the widths assumed below, the largest errors come from treating the traps as a single sharp level on a uniform surface. Real trap levels are spread in energy, and the surface potential varies along the interface. With a Gaussian spread of 0.08 eV rms at fixed total density, the calculated height falls by 45\% at $10^{12}$ cm$^{-2}$ and by 23\% at $10^{13}$ cm$^{-2}$. The peak moves from $\omega\tau=2.64$ to 2.04 and from 17.4 to 15.0, with $\tau$ still that of the central level. Fluctuations of the surface potential of 0.03 V rms, between patches that each act as a separate capacitor, lower the height by 20\% and 14\%. Both widths are assumed, not measured. The traps are also point charges, 10 to 3 nm apart at these densities, and not a uniform sheet. Placed at random and half filled, they alone produce roughly 0.03 to 0.05 V rms at $10^{12}$ cm$^{-2}$ and 0.1 V or more at $10^{13}$ cm$^{-2}$ before their own screening is counted. These variations occur over a few nanometres, much less than the depletion width, where the picture of separate capacitors does not apply. The 14\% at the higher density is therefore only an indication of size.

The other effects estimated for this device are smaller. A wafer resistance of 0.0039 $\Omega\,$cm$^2$ raises the peak by 0.6\% and 3.4\% at the two densities. This counts the bulk only. If contacts bring the total to 0.01 or 0.02 $\Omega\,$cm$^2$, the peak at $10^{13}$ cm$^{-2}$ rises by 8\% or 14\% and lies above $H_\infty$. With equal capture coefficients, the hole capture rate is about $10^{-9}$ of the electron capture rate. At $10^{13}$ cm$^{-2}$ the oxide field is 2.1 MV/cm, below the roughly 10 MV/cm at which good thermal oxide breaks down. The estimated tunnelling rate from a trap through the oxide is of order $10^{-20}/\tau$. These estimates belong to this bias and thickness. Toward inversion hole exchange grows, and in a much thinner oxide leakage adds a conductance that the theorem does not contain.

\section*{Computed values}
\begin{verbatim}
temperature = 300 K, kT = 0.02585 eV
oxide thickness = 5.0 nm, permittivities oxide 3.9, Si 11.7
donor density = 1.0e+17 cm^-3
level below conduction band = 0.30 eV
capture coefficient = 2.0e-09 cm^3/s
conduction-band density of states = 2.816e+19 cm^-3 (mass 1.08)
surface electron density at half filling = 2.570e+14 cm^-3
surface potential = -0.1542 V
Cox = 0.6906 uF/cm2
Cd = 0.2536 uF/cm2
S = Cox+Cd = 0.9442 uF/cm2
high-frequency capacitance = 0.1855 uF/cm2
tau = 0.9728 us, 1/(2 pi tau) = 163.6 kHz
ceiling of Gm/omega = 0.2526 uF/cm2
largest trap density readable from raw peak = 3.260e+11 cm^-2
trap density at which Cit = S: 6.094e+11 cm^-2
largest height error, time simulation vs formula = 2.3e-06
Nt = 1e+11 cm^-2: Cit = 0.1549 uF/cm2, peak omega tau = 1.1641
  peak frequency = 190.5 kHz, height = 0.0356 uF/cm2
  height/ceiling = 0.1410, low-freq. capacitance = 0.2567 uF/cm2
  Nt inferred from raw peak = 4.596e+10 cm^-2
  corrected peak = 0.0775 uF/cm2; change if Cox is 1% high = -0.94 %
Nt = 1e+12 cm^-2: Cit = 1.5494 uF/cm2, peak omega tau = 2.6409
  peak frequency = 432.1 kHz, height = 0.1569 uF/cm2
  height/ceiling = 0.6213, low-freq. capacitance = 0.4993 uF/cm2
  Nt inferred from raw peak = 2.026e+11 cm^-2
  corrected peak = 0.7747 uF/cm2; change if Cox is 1% high = -2.87 %
Nt = 1e+13 cm^-2: Cit = 15.4937 uF/cm2, peak omega tau = 17.4092
  peak frequency = 2848.3 kHz, height = 0.2381 uF/cm2
  height/ceiling = 0.9426, low-freq. capacitance = 0.6616 uF/cm2
  Nt inferred from raw peak = 3.073e+11 cm^-2
  corrected peak = 7.7469 uF/cm2; change if Cox is 1% high = -18.71 %
rms level width = 0.08 eV, rms potential fluctuation = 0.03 V
wafer resistance = 0.00390 ohm cm2 (0.5 mm, 800 cm2/Vs)
Nt = 1e+12 cm^-2, level width: omega tau = 2.043, height = 0.0865 uF/cm2
Nt = 1e+12 cm^-2, potential fluctuation: omega tau = 2.561, height = 0.1250 uF/cm2
Nt = 1e+12 cm^-2, wafer resistance: omega tau = 2.638, height = 0.1579 uF/cm2
Nt = 1e+13 cm^-2, level width: omega tau = 15.016, height = 0.1833 uF/cm2
Nt = 1e+13 cm^-2, potential fluctuation: omega tau = 16.455, height = 0.2056 uF/cm2
Nt = 1e+13 cm^-2, wafer resistance: omega tau = 16.989, height = 0.2462 uF/cm2
hole/electron capture rate (equal coefficients) = 1.2e-09
degeneracy correction in the bulk = 0.126 %
oxide field at Nt = 1e+13 cm^-2 (acceptor level) = 2.13 MV/cm
trap tunnelling: barrier 3.40 eV, mass 0.5, attempts 1e+13 1/s
tunnelling rate out of the trap times tau = 2.4e-20
\end{verbatim}
